\section*{The Thin-Film Law of Ellipsometry and What It Can Determine}

\section{Definitions and conventions}

A plane wave of angular frequency $\omega$ comes from a transparent ambient of dielectric constant $\varepsilon_a$ and meets, at angle $\theta$ from the normal, a film on a thick substrate of dielectric constant $\varepsilon_s$. The $z$ axis points into the sample. The film fills $0<z<d$ and has dielectric constant $\varepsilon(z)$, which may vary with depth. All media are non-magnetic, isotropic and local, and the boundaries are flat.

Fields vary as $e^{i(\omega t-qx)}$, so a wave travelling towards $+z$ has the factor $e^{-ikz}$ and an absorbing medium has $\varepsilon=\varepsilon_1-i\varepsilon_2$ with $\varepsilon_2>0$. The algebra uses atomic units with Maxwell's equations in Gaussian form, where $c=1/\alpha$ and $\alpha$ is the fine-structure constant. We write
\begin{equation}
k_0=\frac{\omega}{c},\qquad q^2=k_0^2\varepsilon_a\sin^2\theta,\qquad k_j^2=k_0^2\varepsilon_j-q^2\quad(j=a,s).
\label{defs}
\end{equation}
The in-plane wavenumber $q$ is the same in every layer because the sample is uniform along $x$. The root $k_s$ is the one whose wave travels or decays into the substrate.

For s polarization the electric field is along $y$, and $r_s$ is the ratio of reflected to incident electric field. For p polarization the magnetic field is along $y$, and $r_p$ is the ratio of magnetic fields. Ellipsometry measures
\begin{equation}
\rho=\frac{r_p}{r_s}=\tan\psi\,e^{i\Delta},\qquad
\delta\ln\rho=\frac{2\,\delta\psi}{\sin2\psi}+i\,\delta\Delta .
\label{rho}
\end{equation}
With this choice $r_p=-r_s$ at normal incidence, so $\Delta=180^\circ$ there. A subscript 0 on $r_p$, $r_s$ or $\rho$ denotes the bare substrate.

\section{Field equations and surface admittances}

Maxwell's equations are $\nabla\times\mathbf E=-ik_0\mathbf H$ and $\nabla\times\mathbf H=ik_0\varepsilon\mathbf E$. Let a prime denote $d/dz$. For s polarization the first gives $H_x=E'/(ik_0)$ and $H_z=qE/k_0$. The $y$ component of the second, $H_x'+iqH_z=ik_0\varepsilon E$, then becomes
\begin{equation}
E''+(k_0^2\varepsilon-q^2)E=0 .
\label{s}
\end{equation}
For p polarization the second equation gives $E_x=-H'/(ik_0\varepsilon)$ and $E_z=-qH/(k_0\varepsilon)$. Inserting these in $E_x'+iqE_z=-ik_0H$ and multiplying by $-ik_0$ yields
\begin{equation}
\left(\frac{H'}{\varepsilon}\right)'+\left(k_0^2-\frac{q^2}{\varepsilon}\right)H=0 .
\label{p}
\end{equation}
Tangential fields are continuous, so $E$, $E'$, $H$ and $H'/\varepsilon$ are continuous. The same is true of
\begin{equation}
Y=\frac{iE'}{E},\qquad Z=\frac{iH'}{\varepsilon H}.
\label{YZ}
\end{equation}
Differentiate $Y$ and use $(E'/E)^2=-Y^2$ with \eqref{s}. Do the same for $Z$ with $(H'/H)^2=-\varepsilon^2Z^2$ and \eqref{p}:
\begin{align}
Y'&=\frac{iE''}{E}-i\left(\frac{E'}{E}\right)^2=i\left(Y^2-k_0^2\varepsilon+q^2\right),\label{ricY}\\
Z'&=\frac{i(H'/\varepsilon)'}{H}-\frac{i}{\varepsilon}\left(\frac{H'}{H}\right)^2=i\left(\varepsilon Z^2-k_0^2+\frac{q^2}{\varepsilon}\right).\label{ricZ}
\end{align}
The substrate carries only the wave $e^{-ik_sz}$, so $Y(d)=k_s$ and $Z(d)=Z_s=k_s/\varepsilon_s$. In the ambient $E=e^{-ik_az}+r_se^{ik_az}$, which gives $Y(0)=k_a(1-r_s)/(1+r_s)$. The p case has the same form with $Z_a=k_a/\varepsilon_a$. Solving for the amplitudes,
\begin{equation}
r_s=\frac{k_a-Y(0)}{k_a+Y(0)},\qquad r_p=\frac{Z_a-Z(0)}{Z_a+Z(0)} .
\label{r}
\end{equation}
No approximation has been made so far.

\section{Expansion to first order in thickness}

Since $Y(0)=Y(d)-\int_0^dY'dz$, and $Y$ differs from $k_s$ inside the film by a quantity of order $d$, replacing $Y$ by $k_s$ in the integrand makes an error of order $d^2$. With $k_s^2+q^2=k_0^2\varepsilon_s$, equation \eqref{ricY} gives
\begin{equation}
\delta Y=-ik_0^2\int_0^d(\varepsilon_s-\varepsilon)\,dz .
\label{dY}
\end{equation}
In the same way \eqref{ricZ}, with $Z_s^2=k_0^2/\varepsilon_s-q^2/\varepsilon_s^2$, gives
\begin{align}
\delta Z&=i\int_0^d\left[k_0^2\left(1-\frac{\varepsilon}{\varepsilon_s}\right)-q^2\left(\frac1\varepsilon-\frac{\varepsilon}{\varepsilon_s^2}\right)\right]dz\nonumber\\
&=i\int_0^d\frac{\varepsilon_s-\varepsilon}{\varepsilon_s}\,B(\varepsilon)\,dz,\qquad
B(\varepsilon)=k_0^2-q^2\left(\frac1\varepsilon+\frac1{\varepsilon_s}\right).
\label{dZ}
\end{align}
The second line uses $1/\varepsilon-\varepsilon/\varepsilon_s^2=(\varepsilon_s-\varepsilon)(\varepsilon_s+\varepsilon)/(\varepsilon\varepsilon_s^2)$.

Both amplitudes have the form $r=(A-X)/(A+X)$, for which $dr/dX=-2A/(A+X)^2$. Hence
\begin{equation}
\frac{\delta r}{r_0}=-\frac{2A\,\delta X}{A^2-X_0^2}.
\label{dr}
\end{equation}
For s polarization $k_a^2-k_s^2=-k_0^2(\varepsilon_s-\varepsilon_a)$. The two minus signs of \eqref{dY} and of this difference combine with that of \eqref{dr} to leave
\begin{equation}
\frac{\delta r_s}{r_{s0}}=-2ik_a\int_0^d\frac{\varepsilon_s-\varepsilon}{\varepsilon_s-\varepsilon_a}\,dz .
\label{drs}
\end{equation}
For p polarization the denominator factorizes:
\begin{equation}
Z_a^2-Z_s^2=k_0^2\left(\frac1{\varepsilon_a}-\frac1{\varepsilon_s}\right)-q^2\left(\frac1{\varepsilon_a^2}-\frac1{\varepsilon_s^2}\right)
=\frac{\varepsilon_s-\varepsilon_a}{\varepsilon_a\varepsilon_s}\,B(\varepsilon_a).
\label{Zdiff}
\end{equation}
Inserting \eqref{dZ} and \eqref{Zdiff} in \eqref{dr}, the factors $\varepsilon_a$ and $\varepsilon_s$ cancel:
\begin{equation}
\frac{\delta r_p}{r_{p0}}=-2ik_a\int_0^d\frac{\varepsilon_s-\varepsilon}{\varepsilon_s-\varepsilon_a}\,\frac{B(\varepsilon)}{B(\varepsilon_a)}\,dz .
\label{drp}
\end{equation}

To first order $\delta\rho/\rho_0=\delta r_p/r_{p0}-\delta r_s/r_{s0}$. The subtraction replaces $B(\varepsilon)/B(\varepsilon_a)$ by $[B(\varepsilon)-B(\varepsilon_a)]/B(\varepsilon_a)$, where
\begin{align}
B(\varepsilon)-B(\varepsilon_a)&=q^2\left(\frac1{\varepsilon_a}-\frac1\varepsilon\right)=k_0^2\sin^2\theta\,\frac{\varepsilon-\varepsilon_a}{\varepsilon},\\
B(\varepsilon_a)&=k_0^2\,\frac{\varepsilon_s\cos^2\theta-\varepsilon_a\sin^2\theta}{\varepsilon_s}.
\end{align}
With $k_a=k_0\sqrt{\varepsilon_a}\cos\theta$ the result is
\begin{align}
\frac{\delta\rho}{\rho_0}&=K(\theta)\int_0^dJ(\varepsilon)\,dz,\label{main}\\
K(\theta)&=\frac{-2ik_0\sqrt{\varepsilon_a}\,\varepsilon_s\cos\theta\sin^2\theta}{(\varepsilon_s-\varepsilon_a)(\varepsilon_s\cos^2\theta-\varepsilon_a\sin^2\theta)},\label{K}\\
J(\varepsilon)&=\frac{(\varepsilon_s-\varepsilon)(\varepsilon-\varepsilon_a)}{\varepsilon}
=\varepsilon_s+\varepsilon_a-\varepsilon-\frac{\varepsilon_a\varepsilon_s}{\varepsilon}.\label{J}
\end{align}
For a uniform film, when $|\delta\rho/\rho_0|\ll1$, equation \eqref{rho} gives
\begin{equation}
\delta\Delta=\operatorname{Im}[K(\theta)J(\varepsilon)]\,d .
\label{Delta}
\end{equation}
The phase is linear in thickness and in the combination $J$. It is not linear in the film's dielectric constant, which enters $J$ also through its reciprocal.

The two film terms in \eqref{J} reflect the boundary conditions. The tangential electric field is continuous, so the film's tangential response enters through $\int\varepsilon\,dz$. The normal displacement is continuous, so the normal response enters through $\int dz/\varepsilon$. If the film is uniaxial with its axis along $z$, the reciprocal term therefore contains the normal constant. The expansion fails as $\varepsilon\to0$, where this term diverges.

As a numerical test of \eqref{main} for a graded film, take $\varepsilon(z)=2.13+(\varepsilon_s-2.13)(z/d)^3$ on $\varepsilon_s=15-0.15i$ in air at $70^\circ$. The derivative of $\ln\rho$ with respect to $d$ at $d=0$, found by propagating the fields through 1000 slices, agrees with $K$ times the depth average of $J$ to a relative difference of $2.3\times10^{-7}$.

\section{Limits, signs and the order of the error}

If $\varepsilon=\varepsilon_s$, the film is more substrate and neither amplitude changes. If $\varepsilon=\varepsilon_a$, the surface has merely moved back by $d$, and both amplitudes acquire the same relative change $-2ik_ad$. In both cases $J=0$. The signal also vanishes as $\theta\to0$, where s and p become equivalent.

For real constants with $\varepsilon_a<\varepsilon<\varepsilon_s$, $J$ is positive. Below the Brewster angle of the bare substrate, $\tan^2\theta_B=\varepsilon_s/\varepsilon_a$, the denominator of \eqref{K} is positive and the film lowers $\Delta$. Above it the sign reverses.

A second limit is a strongly reflecting substrate. After the expansion in $d$ at fixed $\varepsilon_s$, let $|\varepsilon_s|$ be much larger than $|\varepsilon|$ and $\varepsilon_a$, and let $|\varepsilon_s|\cos^2\theta\gg\varepsilon_a\sin^2\theta$. Then
\begin{equation}
\frac{\delta\rho}{\rho_0}\to-2ik_0d\sqrt{\varepsilon_a}\,\frac{\sin^2\theta}{\cos\theta}\left(1-\frac{\varepsilon_a}{\varepsilon}\right).
\label{metal}
\end{equation}
Here the reciprocal term alone carries the film's constant, because the tangential electric field is small at a good reflector. Metals in the visible meet the angular condition poorly at large $\theta$: at $70^\circ$ with $\varepsilon=2.13$ in air, the slope from \eqref{main} is about 0.67 of \eqref{metal} for $\varepsilon_s=-12-1.2i$ and 0.91 of it for $\varepsilon_s=-56-21i$.

The leading error in $\Delta$ is of higher order when all constants are real and the wave propagates in the substrate, $\varepsilon_s>\varepsilon_a\sin^2\theta$. Let $u=d-z$ be the distance from the substrate in a uniform film. Equations \eqref{ricY} and \eqref{ricZ} then read $dX/du=-i\times(\text{a real polynomial in }X)$, with a real starting value if $\varepsilon_s>\varepsilon_a$. Complex conjugation is equivalent to $u\to-u$, so continuing the solution to negative thickness gives $r(-d)=r(d)^*$. Away from $\theta_B$, where $\rho_0$ is real and non-zero, $\ln(\rho/\rho_0)$ has a real part even in $d$ and an imaginary part odd in $d$. Thus $\psi$ first changes at order $d^2$, and the error of the linear law for $\Delta$ starts at order $d^3$. For $\varepsilon=2.13$, $\varepsilon_s=15$, air and $70^\circ$, doubling $d$ from 0.5 to 1.0~nm multiplies the change of $\ln\tan\psi$ by 4.00 and the error in $\Delta$ by 7.99. Absorption removes this symmetry and allows a first-order change of $\psi$. An evanescent substrate wave, as for a lossless metal or under total internal reflection, also removes it: the starting value is then imaginary, and the error in $\Delta$ starts at order $d^2$.

\section{Worked example: oxide on silicon}

Take 2.0~nm of silicon dioxide on silicon in air, $\theta=70^\circ$, photon energy 1.96~eV, $\varepsilon=2.13$ and $\varepsilon_s=15.00-0.15i$. The dielectric constants are rough typical values. The numerical output gives $k_0d=0.01987$, so $k_0=0.00993~\mathrm{nm}^{-1}$.

Neglecting silicon's small absorption for the hand calculation,
\begin{equation}
J=\frac{(15-2.13)(2.13-1)}{2.13}=6.828 .
\end{equation}
With $\cos\theta=0.3420$ and $\sin^2\theta=0.8830$, the bracket in \eqref{K} is $15(0.1170)-0.8830=0.872$, and
\begin{equation}
|K|=\frac{2(0.00993)(15)(0.3420)(0.8830)}{(14)(0.872)}=0.00737~\mathrm{nm}^{-1}.
\end{equation}
The slope is $-|K|J=-0.0503$ radian per nm, or $-2.88^\circ$ per nm. The calculation with absorption gives $-2.8845^\circ$ per nm, equal to $-0.28845^\circ$ per \aa ngstr\"om.

For 2~nm the linear law predicts $-5.769^\circ$, whereas exact field propagation gives $-5.752^\circ$. Dividing the exact shift by the slope returns 1.994~nm, which is 0.3\% below the true thickness. At 5 and 10~nm it returns 4.926 and 9.491~nm, low by 1.5\% and 5.1\%. The angle $\psi$ changes by $0.046^\circ$ at 2~nm, far less than $\Delta$.

The requirement is stronger than $k_0d\ll1$. Here $k_0d$ is 0.02, but $|\delta r_p/r_{p0}|$ is already 0.113, because $r_{p0}$ is small near the Brewster angle; the s value is 0.0125. At $75.52^\circ$, where $\tan^2\theta=15$, the bracket in \eqref{K} is $-0.15i/16$. Its factor $-i$ cancels that in the numerator, so $\delta\rho/\rho_0$ is nearly real and positive, with magnitude 7.267. The film then acts mainly on the magnitude $|\rho|=\tan\psi$, which grows about eightfold. The law for $\rho$ itself still holds, with an error of 1.8\% relative to the predicted change. Its logarithm cannot be linearized: the exact $|\ln(\rho/\rho_0)|$ is 2.112, close to $\ln(1+7.267)$.

\section{What the measurement determines}

Suppose that all constants are real and that $\varepsilon_a$ and $\varepsilon_s$ are known. At one wavelength the first-order data give the single number $\int J\,dz$. More angles do not separate $d$ from $\varepsilon$, because the angle enters through the common factor $K(\theta)$. Moreover, \eqref{J} is unchanged by
\begin{equation}
\varepsilon\;\longrightarrow\;\frac{\varepsilon_a\varepsilon_s}{\varepsilon},
\label{twin}
\end{equation}
so even a known thickness leaves two possible film constants. In the example the partner of 2.13 is $15/2.13=7.042$. A 2~nm film of that material gives an exact shift of $-5.768^\circ$, only $0.016^\circ$ from the oxide's at $70^\circ$. Its $\psi$ differs by $0.036^\circ$ there, and at $75.5^\circ$, next to the Brewster angle, its $\Delta$ differs by $1.8^\circ$.

The derivative $dJ/d\varepsilon=-1+\varepsilon_a\varepsilon_s/\varepsilon^2$ vanishes at $\varepsilon=\sqrt{\varepsilon_a\varepsilon_s}$, here 3.873. For positive $\varepsilon$ the second derivative is negative, so among positive film constants $J$ is largest there. A thickness inferred with an assumed film constant is least sensitive to that assumption near this value.

A nitride-like film with $\varepsilon=4.0$ has $J=(11)(3)/4=8.25$. It matches the oxide if its thickness is $2.0(6.828)/8.25=1.655$~nm. At seven angles from $60^\circ$ to $72^\circ$ the exact values of $\Delta$ for the two films differ by at most $0.0138^\circ$, and $\psi$ differs by about $0.01^\circ$. Closer to the Brewster angle the difference in $\Delta$ grows, to $0.53^\circ$ at $75.5^\circ$, where $\psi$ is only $1.3^\circ$ and the reflected p wave is weak. With both films ten times thicker the largest difference is $3.709^\circ$, so higher orders then distinguish them.

Silicon's absorption makes $J$ complex and supplies a second real number in principle. At 2~nm the first-order law is not accurate enough to extract it: for the oxide the first-order change of $\ln\tan\psi$ is about 0.0009, whereas the exact change is about 0.0045. For real $\varepsilon$ and $\varepsilon_a=1$, $|\operatorname{Im}J|\,d=0.15(1-1/\varepsilon)d$, which is 0.16~nm for the oxide and 0.19~nm for the nitride-like film. The difference, about 0.03~nm, is small beside the common real part of 13.7~nm.

\section{Reading the thickness of a real oxide}

Oxides on silicon up to a few nanometres thick, probed with red light near $70^\circ$, lie in the regime of this example; the linear law reads low by 5\% at 10~nm and by 15\% at 20~nm. Real samples depart from a single uniform film with sharp boundaries. Since \eqref{main} is an integral, a thin extra layer of thickness $t$ and constant $\varepsilon_x$ adds an apparent oxide thickness of about $tJ(\varepsilon_x)/J(\varepsilon)$. For an assumed 0.3~nm interface layer, half silicon and half oxide by volume in the Bruggeman mixture model, $\varepsilon_x\approx6.68$. The estimate is $0.3(7.07)/6.83=0.31$~nm, and the exact calculation also gives 0.31~nm. An assumed 0.3~nm of adsorbed water with $\varepsilon_x=1.77$ adds 0.25~nm. These are 15\% and 13\% of the oxide thickness, far above the 0.3\% error of linearization. Half of the interface layer is itself oxide, so the excess over the oxide actually present is 0.16~nm, or 8\%. The figure also depends on the mixture model: Maxwell Garnett mixing gives 0.28 or 0.34~nm according to the host, and flat alternating sheets give 0.15~nm, with no excess.

Smaller effects, each with the other settings fixed, are these. Raising the oxide's constant by 0.06 adds 0.04~nm to the reading; raising only its normal component by 1\% adds 0.02~nm. An angle error of $0.02^\circ$, or an error of $0.02^\circ$ in $\Delta$, changes it by about 0.01~nm. If the bare reference is computed and not measured, an error of 0.02 in the imaginary part of $\varepsilon_s$ changes the reading by about 0.04~nm.

Temperature matters if the oxide is measured during growth. With a rough value $\varepsilon_s=17.63-0.84i$ for silicon near 1100~K and the oxide constant held fixed, the slope becomes $-2.53^\circ$ per nm. Using the room-temperature slope with a bare reference measured hot, 2~nm is read as 1.75~nm. Using a cold bare reference as well, it is read as 2.52~nm. The difference of 0.77~nm corresponds to a $2.2^\circ$ fall in the bare-substrate $\Delta$ on heating. This fall is set mainly by the hot absorption, which is only roughly assumed: the value used is the square of the index $4.2-0.1i$, and changing its imaginary part from 0.07 to 0.14 moves the cold-reference reading from 2.2 to 2.9~nm while the hot-reference reading stays near 1.75~nm.

The nonlocal response of the surface has not been sized. A film a few atomic layers thick need not have the dielectric constant of bulk oxide, so the inferred $d$ is an optical thickness tied to the assumed $\varepsilon$.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough typical constants)
photon energy 1.96 eV; wavelength 632.6 nm
angle 70.0 deg; oxide thickness 2.0 nm
silicon eps 15.00 - 0.15i; oxide eps 2.13
FORMULA CHECKS
worst relative error of first-order slopes: 1.5e-09
graded film, relative error of slope: 2.3e-07
doubling d: Delta error x 7.99, ln tan psi x 4.00
EXAMPLE
k0*d = 0.01987
J = 6.828 - 0.080i
bare silicon: Delta 179.208 deg, psi 10.507 deg
slope of Delta: -2.8845 deg/nm = -0.28845 deg/angstrom
relative change |dr_p/r_p| 0.1132, |dr_s/r_s| 0.0125
exact psi change: 0.0460 deg
d  2.0 nm: linear -5.769 deg, exact -5.752 deg, recovered 1.994 nm
d  5.0 nm: linear -14.422 deg, exact -14.210 deg, recovered 4.926 nm
d 10.0 nm: linear -28.845 deg, exact -27.376 deg, recovered 9.491 nm
WHAT THE DATA CANNOT SEPARATE
twin film eps 7.042; J is largest at eps 3.873
2 nm twin film: exact Delta shift -5.768 deg
nitride-like film eps 4.0 with equal J*d: 1.655 nm
largest Delta difference, 60-72 deg: 0.0138 deg
same with both films 10 times thicker: 3.709 deg
NEAR THE BREWSTER ANGLE
angle 75.52 deg: first-order |drho/rho| = 7.267
exact |ln(rho/rho0)| = 2.112
relative error of linear law for rho itself: 0.0184
NEGLECTED EFFECTS AS APPARENT OXIDE THICKNESS
higher orders at 2 nm: -0.0058 nm
0.3 nm half-mixed interface, eps 6.68: +0.308 nm
0.3 nm adsorbed water, eps 1.77: +0.251 nm
denser oxide, eps +0.06: +0.0387 nm
normal eps of oxide +1 percent: +0.0203 nm
angle off by +0.02 deg: +0.0077 nm
Delta error of 0.02 deg: 0.0069 nm
silicon near 1100 K (rough): eps 17.63 - 0.84i
hot slope: -2.5343 deg/nm
2 nm read with cold slope, hot bare reference: 1.750 nm
2 nm read with cold slope, cold bare reference: 2.516 nm
\end{verbatim}
